Lorentz deflection and Aharonov-Bohm phase in a thin magnetic film

**Question**

I am stuck on an exercise about electron microscopy of magnetic films. Electrons of 200 keV cross a film 20 nm thick at normal incidence. The magnetic induction in the film is 1 T and lies in the film plane. I have to find the deflection angle, which should be about 12 microradians, and then confirm it from the gradient of the Aharonov-Bohm phase.

From the force I get a sideways momentum eBt. I divide it by p = √(2mT), where T is the kinetic energy, and find 13.3 microradians, which seems too far off to be rounding.

The phase is worse. I take the beam along z and B along y, choose A_z = −Bx in the film, and write the phase as (e/ħ)∫A_z dz. The beam then bends towards −x, while the force bends it towards +x. If I choose A_x = Bz and A_z = 0 instead, which has the same curl, there is no phase at all and apparently no deflection. What am I doing wrong?

**Answer**

There are three separate faults: the momentum must be relativistic, the electron's charge is negative, and in your second gauge the vector potential does not vanish behind the film. I keep your axes, write the charge as −e with e > 0, and let the film fill 0 < z < t. For now the film is wide and flat, with uniform B inside and no field outside.

**The angle from the force**

The Lorentz force changes the kinetic momentum. With τ for time,

dp/dτ = −e v × B.

For B = (0, B, 0) the x component of v × B is v_y B_z − v_z B_y = −v_z B. The two minus signs cancel:

dp_x/dτ = +e B v_z.

Since v_z dτ = dz, integration through the film gives

Δp_x = e ∫ B dz = eBt.

The speed has dropped out, and this step holds at relativistic speed because p was never replaced by mv. It also shows that a B varying with depth acts through its integral over z.

A magnetic force is perpendicular to the velocity, so it does no work and the magnitude p stays fixed. The electron leaves with transverse momentum eBt out of a total p:

sin θ = eBt/p, towards +x.

This requires eBt < p; otherwise the electron turns round inside the film. We are far from that. The radius of the orbit is p/(eB) = t/sin θ, which will come out at about 1.65 mm, against a thickness of 20 nm. So sin θ may be replaced by θ.

Now the momentum. The total energy is T + mc², and it obeys

(T + mc²)² = p²c² + m²c⁴.

Expanding the left side and cancelling m²c⁴ leaves

pc = √(T² + 2T mc²).

With mc² = 510.999 keV,

pc = √(200² + 2 × 200 × 510.999) keV = 494.37 keV,

or p = 2.6420 × 10⁻²² kg m/s. The sideways momentum is

eBt = 1.6022 × 10⁻¹⁹ C × 1 T × 20 × 10⁻⁹ m = 3.2044 × 10⁻²⁷ kg m/s.

Hence

θ = 3.2044 × 10⁻²⁷ / 2.6420 × 10⁻²² = 1.213 × 10⁻⁵ rad = 12.13 microradians.

Your √(2mT) omits the T² under the root. The true momentum is larger by the factor √(1 + T/(2mc²)), so your angle is 9.35 % above the relativistic one. That is the whole difference between 13.3 and 12.1.

**The phase and its sign**

For a charge q the kinetic momentum is the canonical momentum minus qA. With q = −e it is −iħ∇ + eA. Leaving spin aside for a moment, a relativistic electron of fixed energy in a static magnetic field obeys

(−iħ∇ + eA)² ψ = p² ψ.

Take your first gauge: A_z = −Bx inside the film and A = 0 outside. Its curl has the y component ∂A_x/∂z − ∂A_z/∂x = +B, as it should. Inside the film try

ψ = exp(ieBxz/ħ) f(z).

The z part of the kinetic momentum acts as

(−iħ ∂/∂z − eBx) ψ = exp(ieBxz/ħ) [eBx f − iħ f′ − eBx f] = exp(ieBxz/ħ) (−iħ f′).

The terms in x cancel. Applying the same operator again gives −ħ² f″ times the exponential. The x part gives

−iħ ∂ψ/∂x = eBz ψ,

and, applied twice, (eBz)² ψ. The wave equation is therefore reduced to

−ħ² f″ + (eBz)² f = p² f.

No x is left in it, so the trial form is a solution and all the dependence on x sits in the exponential. At the exit face z = t the wave carries the phase

φ(x) = eBtx/ħ = −(e/ħ) ∫ A_z dz.

The minus sign in the last expression is the one you lost. It comes from the negative charge.

Behind the film A = 0, so the phase gradient there is a true transverse momentum:

ħ dφ/dx = eBt.

The total momentum is again p, and so

sin θ = (ħ/p) dφ/dx = (λ/2π) dφ/dx = eBt/p, with λ = h/p.

Both magnitude and sign agree with the force. In numbers, the wavelength is 2.5079 pm and the gradient is

dφ/dx = eBt/ħ = 0.030385 rad/nm,

which gives

θ = 0.0025079 nm × 0.030385 rad/nm / 2π = 1.213 × 10⁻⁵ rad.

What does the term (eBz)² mean? It is the square of the transverse momentum already gained at depth z. It slows the forward motion slightly, and at the exit it amounts to θ² = 1.5 × 10⁻¹⁰ of p². Spin adds a term eħσ·B to the left side of the wave equation, where σ stands for the Pauli matrices. Its size is eħB/p² = 2.4 × 10⁻¹⁰ relative to p². In a film with uniform B neither term depends on x, so neither changes the deflection.

**Why this is an Aharonov-Bohm phase**

Compare two parallel paths at x₁ and x₂, with x₂ > x₁. Close them into a loop: along +z at x₂, back along −x behind the film, along −z at x₁, and along +x in front of the film. In the first gauge the two cross pieces contribute nothing, because A_x = 0. Thus

φ(x₂) − φ(x₁) = −(e/ħ) ∮ A·dl.

By Stokes' theorem the loop integral is the enclosed flux, counted along the right-hand normal of the loop. The circulation runs from +x towards +z, and x̂ × ẑ = −ŷ, so the normal points against B. The flux is −Bt(x₂ − x₁), and

φ(x₂) − φ(x₁) = +eBt(x₂ − x₁)/ħ.

Two paths 100 nm apart differ by 3.04 rad. The closed-loop integral is the same in every gauge, since adding a gradient to A adds nothing around a closed loop.

Here the electrons do pass through the field, so a force acts as well. The phase and the force are two descriptions of one deflection, and their effects must not be added.

**What happens in your second gauge**

With A_x = Bz inside the film, A_x has reached the value Bt at the exit face. It cannot drop to zero there: a sudden drop would mean a thin sheet of strong reversed induction, which the film does not have. So A_x = Bt everywhere behind the film. This constant has no curl, but it does enter the kinetic momentum.

Nothing in this gauge depends on x, so the canonical momentum along x keeps its initial value of zero. That is why you found no phase gradient. The kinetic momentum behind the film is

p_x = 0 + eA_x = eBt,

and the deflection is the same as before. A phase gradient by itself gives the direction of travel where A vanishes. Elsewhere eA must be added.

**What the phase adds to the force result**

The quantum of action cancels from the angle, because λ/2π = ħ/p while the gradient is eBt/ħ. It does not cancel from the question of whether the deflection can be seen as a separate spot. A domain of width w spreads the beam by diffraction through an angle of about λ/w. This equals θ when

w = λ/θ = h/(eBt) = 207 nm,

the width over which the phase grows by 2π. It does not depend on the beam energy: faster electrons are deflected less, but they also diffract less. In this film a domain must be clearly wider than 207 nm for its deflected spot to stand apart from the undeflected direction.

Two wide domains magnetised along +y and −y send their beams 2θ, or about 24 microradians, apart. If the image is defocused by 1 mm, each domain's image moves by θ × 1 mm = 12.1 nm, in opposite directions. This shift is smaller than the diffraction blur √(λ × 1 mm) = 50 nm, so a wall does not appear as a sharp 24 nm gap: where the beams diverge, the intensity falls only to about half, over about 60 nm. The ray picture of the gap needs a defocus well above λ/θ² = 17 mm. The sideways shift inside the film itself is θt/2 = 0.12 pm, which justifies treating the path there as straight.

**A second case: a small magnetic element**

"1 T in the film" fixes the answer only if the field outside is known. Suppose the film is a rectangle of length L along its magnetisation M and width W across it, uniformly magnetised, with μ₀M = 1 T. Its end faces carry magnetic charge +M and −M per unit area, and these produce a stray field H that the electron meets before, inside and after the film.

Take an electron through the centre. A magnetic charge Q at in-plane distance ρ from the path contributes, along the whole path, an in-plane field integral

(Qρ/4π) ∫ dz/(ρ² + z²)^(3/2) = (Qρ/4π)(2/ρ²) = Q/(2πρ).

A strip of end face of width dx′ has Q = Mt dx′ and ρ² = (L/2)² + x′². The component along the magnetisation takes a further factor (L/2)/ρ. One end face therefore gives

(Mt/2π) ∫ (L/2) dx′/[(L/2)² + x′²] = (Mt/π) arctan(W/L),

with x′ running from −W/2 to W/2. The positive face pushes and the negative face pulls in the same direction, against M, so the two add. Since B = μ₀(M + H),

∫ B_y dz = μ₀Mt [1 − (2/π) arctan(W/L)].

For L = 10 μm and W = 1 μm the loss is 6.35 %, and the angle at the centre falls from 12.1 to 11.4 microradians. At the centre of a uniformly magnetised square it is halved; in a 1 μm square the loss runs from about 38 % at 0.05 μm from the middle of a side edge to about 62 % at 0.05 μm from the middle of an end face. The formula contains only W/L, so making the element larger does not remove the loss: a 1 mm square loses the same half at its centre, collected mostly within a distance of about L before and behind the film. For a stripe magnetised across its long direction, W/L tends to infinity and the deflection vanishes: the returning flux outside the film undoes all that the film does. In the opposite limit, L much greater than W, the simple result returns at the centre. Near the end faces the loss stays large. For a point on the long axis at distance d from an end face, the same integral with d in place of L/2 shows that this face removes a fraction (1/π) arctan(W/2d). In the 10 μm by 1 μm element, 0.5 μm from one end and 9.5 μm from the other, the two faces remove 25 % and 1.7 %, about 27 % together.

**Beside a real film**

Iron has a saturation induction of roughly 2.1 to 2.2 T, so the exercise's 1 T is about half the value for iron. At the same thickness and beam energy, the model gives about 26 microradians for iron. The B in the formula is the in-plane component; at normal incidence a component along the beam exerts no force on the incoming electron. A uniformly magnetised patterned element breaks the assumption of no stray field, with the effect just found; an element whose magnetisation closes on itself, as in a vortex, has almost no stray field except close to the vortex core. Real films break two others.

First, the thickness is not uniform. Inside the film the electron gains kinetic energy eV₀ from the mean inner potential V₀, roughly 20 V for iron. Since dp/dT = 1/v, its momentum rises by eV₀/v, and the extra phase is eV₀t(x)/(ħv). Multiplying the gradient by ħ/p gives a deflection towards the thicker side of

θ_wedge = eV₀ (dt/dx)/(pv).

At 200 keV, v = 0.6953c and pv = 343.7 keV. A slope of 1 nm per 100 nm then gives 0.58 microradians, about 5 % of the 12.1. A slope of 0.21 would match the magnetic deflection. Reversing the magnetisation, with the film left in place, reverses the magnetic part and leaves this one, so half the difference of the two readings isolates the magnetic angle.

Second, some electrons lose energy. With an inelastic mean free path of roughly 100 nm, a share 1 − exp(−20/100), or 18 %, does so at least once. A loss E requires a forward momentum transfer of about E/v, which sets the characteristic scattering angle E/(pv). For a rough 20 eV this is 58 microradians, nearly five times the magnetic angle. This angle is the half-width of a distribution falling as 1/(θ² + θ_E²), with θ_E = E/(pv), which has a long tail: for a cutoff near 11 mrad only about 7 % of these electrons stay within θ_E and half go beyond about 0.8 mrad. They form a broad background under the deflected spot. The loss of speed itself hardly matters: it changes the magnetic angle by at most 0.006 %, when the loss occurs at the entrance face.

Bragg reflections lie much further out. For iron, with a lattice constant a of roughly 0.29 nm, the (110) reflection is at λ√2/a, or about 12 mrad, roughly a thousand times the magnetic angle at 1 T. On the scale of the diffraction pattern, the magnetic splitting is therefore a fine structure within the central spot, and likewise within each Bragg spot. I have not included the intensity changes that a bent crystal causes through dynamical diffraction. They can complicate the reading of an image, so the 12.1 microradians should be taken as the magnetic part of the deflection, for a flat film whose stray field is negligible along the path, which width alone does not ensure.

All numerical values are calculated from the stated model.
